\section*{Threshold and Sustaining Voltage of a Double-Injection Switch}

\section{Problem}

A semiconductor layer of length $L$ has a hole-injecting anode at $x=0$ and an electron-injecting cathode at $x=L$. It contains $N$ recombination centres per volume. At rest every centre holds an electron, whose charge is balanced by fixed donors, and free carriers are negligible. An injected hole is captured quickly by a filled centre. When injection has emptied most of the centres, the hole lifetime is ten times longer.

Take a cooled germanium bar with rough values: $T=77$ K, $L=0.20$ cm, $\mu_p=\mu_n=2.0\times10^4$ cm$^2$/Vs, $N=10^{14}$ cm$^{-3}$, and hole lifetimes $\tau_{\rm low}=100$ ns (centres filled) and $\tau_{\rm high}=1000$ ns (centres saturated).

\begin{enumerate}
\item Assume a uniform field. Equate the hole transit time with the lifetime in each state. What are the threshold and sustaining voltages, and what is their ratio?
\item Now let the field follow from the injected charge, in a neutral layer without diffusion. At what voltage does double injection (holes and electrons together) set in, and what is the lowest voltage that sustains it?
\end{enumerate}

Voltages are magnitudes across the layer, without contact drops. The field $E>0$ drives holes towards $+x$.

\section{A tempting solution}

In a uniform field $E=V/L$ a hole moves at $\mu_pV/L$ and crosses in
\begin{equation}
t=\frac{L}{\mu_pV/L}=\frac{L^2}{\mu_pV}.
\end{equation}
A fraction $e^{-t/\tau}$ of the holes survives the crossing, so $t=\tau$ marks the voltage at which $1/e$ of them arrive. Setting $t=\tau_{\rm low}$ before switching and $t=\tau_{\rm high}$ after it gives
\begin{align}
V_{\rm th}&=\frac{L^2}{\mu_p\tau_{\rm low}}=\frac{0.04}{(2\times10^4)(10^{-7})}\ \text{V}=20\ \text{V},\\
V_{\rm s}&=\frac{L^2}{\mu_p\tau_{\rm high}}=\frac{0.04}{(2\times10^4)(10^{-6})}\ \text{V}=2.0\ \text{V},
\end{align}
and, with $L$ and $\mu_p$ the same in both states,
\begin{equation}
\frac{V_{\rm s}}{V_{\rm th}}=\frac{\tau_{\rm low}}{\tau_{\rm high}}=\frac1{10}.
\end{equation}
The tempting last step is to give the same numbers as the answer to question 2: injection sets in at 20 V, and the layer stays on down to 2.0 V.

\section{Where the fault lies}

The answer to question 1 is correct. The fault is to carry it over to question 2, because a uniform field cannot exist in a neutral layer in which injected holes recombine. To see this, the state of the centres is needed.

\subsection*{Lifetime and neutrality}

Let $p_R$ be the density of emptied centres, $c_p$ the capture coefficient of a filled centre for holes, and $c_n$ that of an emptied centre for electrons. Thermal emission is neglected. In the steady state both captures proceed at the same rate $R$:
\begin{equation}
R=c_p\,p\,(N-p_R)=c_n\,n\,p_R .
\end{equation}
With $r=c_p/c_n$ and $s=p/n$, division by $c_nn$ gives $rs(N-p_R)=p_R$, so
\begin{equation}
p_R=\frac{N\,rs}{1+rs},\qquad N-p_R=\frac{N}{1+rs}.
\end{equation}
The lifetime defined by $R=p/\tau$ is therefore
\begin{equation}
\tau=\frac{1}{c_p(N-p_R)}=\tau_{\rm low}(1+rs),\qquad \tau_{\rm low}=\frac1{c_pN}.
\label{tau}
\end{equation}
It equals $\tau_{\rm low}$ for few holes among many electrons ($s\to0$) and $(1+r)\tau_{\rm low}$ in a dense plasma ($s\to1$). A tenfold rise means $r=9$; nine tenths of the centres are then empty.

Each emptied centre leaves one positive charge uncompensated, so neutrality requires $n=p+p_R$. With $p=sn$ this becomes $n(1-s)=p_R$, or
\begin{equation}
n=\frac{N\,rs}{(1-s)(1+rs)} .
\label{n}
\end{equation}
Its logarithmic derivative,
\begin{equation}
\frac{1}{n}\frac{dn}{ds}=\frac1s+\frac1{1-s}-\frac{r}{1+rs}=\frac{1}{s(1+rs)}+\frac1{1-s},
\end{equation}
is positive. Hence $n$, $p=sn$ and the conductivity all rise with $s$.

\subsection*{The contradiction}

Neglect diffusion. The current density $J=eE(\mu_nn+\mu_pp)$ does not depend on $x$. If $E$ were uniform, the conductivity would be uniform, and so would $s$ and $p$. The hole flux $\mu_ppE$ would then be constant along the layer, which means $R=0$. Recombination, the process on which the switch rests, forces $p$ to fall towards the cathode and the field to rise there. Nothing guarantees that the field has the same shape before and after switching, and a change of shape does not cancel in the ratio.

\section{Solution with the field left free}

\subsection*{Reduction to two integrals}

With $b=\mu_n/\mu_p$, the fraction of the current carried by holes is
\begin{equation}
g=\frac{e\mu_ppE}{J}=\frac{\mu_pp}{\mu_nn+\mu_pp}=\frac{s}{b+s},\qquad \frac{dg}{ds}=\frac{b}{(b+s)^2}.
\end{equation}
Hole continuity, $d(\mu_ppE)/dx=-R$, becomes $(J/e)\,dg/dx=-R$. From (\ref{tau}) and (\ref{n}),
\begin{equation}
R=\frac{sn}{\tau_{\rm low}(1+rs)}=\frac{N}{\tau_{\rm low}}\,\frac{rs^2}{(1-s)(1+rs)^2}.
\end{equation}
Solving for $dx$,
\begin{equation}
dx=-\frac{J\tau_{\rm low}}{eN}\,w(s)\,ds,\qquad
w=\frac{b(1+rs)^2(1-s)}{r s^2(b+s)^2}.
\label{dx}
\end{equation}
The field follows from $J=eE\mu_pn(b+s)$ and (\ref{n}):
\begin{equation}
E=\frac{J}{e\mu_pN}\,h(s),\qquad h=\frac{(1-s)(1+rs)}{rs(b+s)}.
\label{E}
\end{equation}
At an anode that supplies holes freely the plasma is dense: $s=1$ and $E=0$. At the cathode $s$ has some value $s_c$, which labels the operating point. Define
\begin{equation}
I_1=\int_{s_c}^1 w\,ds,\qquad I_2=\int_{s_c}^1 w\,h\,ds .
\end{equation}
Integrating (\ref{dx}) over the layer gives $L=J\tau_{\rm low}I_1/(eN)$, and $V=\int_0^L E\,dx=J^2\tau_{\rm low}I_2/(e^2N^2\mu_p)$. Eliminating $J$ from the second relation,
\begin{equation}
J=\frac{eNL}{\tau_{\rm low}I_1},\qquad
V=\frac{I_2}{I_1^2}\,\frac{L^2}{\mu_p\tau_{\rm low}} .
\label{JV}
\end{equation}
As $s_c$ rises from 0 to 1, $I_1$ falls and $J$ rises.

\subsection*{Onset of injection}

For small $s_c$ the integrals are dominated by small $s$, where $w\simeq1/(rbs^2)$ and $h\simeq1/(rbs)$. Then
\begin{equation}
I_1\simeq\frac1{rbs_c},\qquad I_2\simeq\frac1{2r^2b^2s_c^2},\qquad
V\to\frac12\,\frac{L^2}{\mu_p\tau_{\rm low}}=10\ \text{V}.
\end{equation}
The current vanishes in this limit, so in the neutral model this is the voltage at which double injection sets in. To see the field shape, integrate (\ref{dx}) from the anode to a point with small $s$: $x\simeq J\tau_{\rm low}/(eNrbs)$. There (\ref{E}) gives $E\simeq J/(e\mu_pNrbs)$, and therefore
\begin{equation}
E=\frac{x}{\mu_p\tau_{\rm low}} .
\end{equation}
The field at the cathode is 100 V/cm, the value of the uniform estimate, but the mean is half of it.

The next term shows which way the curve bends. Expanding $w$ one order further multiplies it by $1+As$ with $A=2r-1-2/b$, which adds $A\ln(1/s_c)/(rb)$ to $I_1$. The matching correction to $I_2$ has no logarithm, so to leading order
\begin{equation}
\frac{I_2}{I_1^2}\simeq\frac12-A\,s_c\ln\frac1{s_c}.
\end{equation}
Here $A=18-1-2=15$. The voltage falls as the current grows: in the neutral model the layer has a negative differential resistance from the onset.

\subsection*{The lowest voltage}

At high current the fall is reversed. For $\delta=1-s_c\ll1$,
\begin{equation}
w\simeq\frac{b(1+r)^2(1-s)}{r(1+b)^2},\qquad h\simeq\frac{(1+r)(1-s)}{r(1+b)},
\end{equation}
so that $I_1\propto\delta^2/2$ and $I_2\propto\delta^3/3$ with these prefactors, and
\begin{equation}
\frac{I_2}{I_1^2}\simeq\frac{4(1+b)}{3b(1+r)\,\delta}.
\end{equation}
Since $J\propto\delta^{-2}$, the voltage rises as $\sqrt J$. A minimum lies between the two ends. For $r=9$, $b=1$ it is found numerically at $s_c=0.057$, where $I_2/I_1^2=0.214$:
\begin{equation}
V_{\min}=0.214\times20\ \text{V}=4.3\ \text{V},\qquad J=5.2\ \text{A/cm}^2,\qquad
\frac{V_{\min}}{V_{\rm onset}}=\frac{4.28}{10.0}=0.43 .
\end{equation}
A direct integration of the hole-continuity equation in space, from the cathode back towards the anode at this current, returns the same 4.277 V as the two integrals.

The answer to question 2, for a neutral layer without diffusion, is thus 10 V and 4.3 V, not 20 V and 2.0 V. In a real bar diffusion lowers both values appreciably, as the last section explains. Compared with the drift model, the uniform-field estimate is a factor of two too high at one end and a factor of two too low at the other, and the errors multiply in the ratio.

\section{What remains of the transit-time argument}

The drift time of a hole through the true field follows from (\ref{dx}) and (\ref{E}), with $w/h=b(1+rs)/[s(b+s)]$:
\begin{align}
t=\int_0^L\frac{dx}{\mu_pE}
&=\tau_{\rm low}\int_{s_c}^1\left[\frac1s+\frac{rb-1}{b+s}\right]ds\nonumber\\
&=\tau_{\rm low}\left[\ln\frac1{s_c}+(rb-1)\ln\frac{b+1}{b+s_c}\right].
\end{align}
At the minimum this is $100\ \text{ns}\times(2.87+8\times0.638)\approx800$ ns, or $0.8\,\tau_{\rm high}$. The transit time is therefore still close to the saturated lifetime. What fails is the conversion of that time into a voltage: a uniform field at 4.28 V would carry a hole across in $0.04/(2\times10^4\times4.28)$ s, about 470 ns. The slow passage through the weak field near the anode makes up the difference.

The centres are not saturated throughout, either. At the cathode $rs_c=0.51$, so the emptied fraction there is $0.51/1.51=0.34$ and the local lifetime is about 150 ns.

\subsection*{A large lifetime ratio}

Let $r\gg1$ and $b\gg1$. Where $rs\gg1$, $w\simeq r(1-s)/b$ and $h\simeq(1-s)/b$, so
\begin{equation}
\frac{I_2}{I_1^2}\simeq\frac{r(1-s_c)^3/(3b^2)}{r^2(1-s_c)^4/(4b^2)}=\frac{4}{3r(1-s_c)} .
\end{equation}
This falls as $s_c$ decreases, down to small $s_c$ that still satisfies $rs_c\gg1$. With $\tau_{\rm high}\simeq r\tau_{\rm low}$,
\begin{equation}
V_{\min}\to\frac43\,\frac{L^2}{\mu_p\tau_{\rm high}},\qquad
\frac{V_{\min}}{V_{\rm onset}}\to\frac{4/3}{1/2}\,\frac{\tau_{\rm low}}{\tau_{\rm high}}=\frac83\,\frac{\tau_{\rm low}}{\tau_{\rm high}} .
\end{equation}
Numerical minimization at $r=10^4$, $b=10^6$ gives 1.334 for the first factor and 2.67 for the second.

The factor $4/3$ has a direct meaning. Here $x\propto(1-s)^2$ and $E\propto(1-s)$, hence $E\propto\sqrt x$. Normalized to the voltage $V$, the field is $E=(3V/2L)\sqrt{x/L}$, and the transit time is
\begin{equation}
t=\frac{2L}{3\mu_pV}\int_0^L\sqrt{\frac Lx}\,dx=\frac{2L}{3\mu_pV}\,2L=\frac43\,\frac{L^2}{\mu_pV}.
\end{equation}
Setting $t=\tau_{\rm high}$ reproduces $V_{\min}$. In this limit the criterion holds, provided that the right field is used.

The inverse dependence on the lifetime ratio thus survives at large $r$, with a prefactor that depends on $b$. For equal mobilities the prefactor is 4.1 instead of 2.7. At a tenfold ratio, the computed values are 0.28 for large $b$ and 0.43 for $b=1$. The result $1/10$ is a scaling estimate; it would be the ratio of the two voltages if the field had the same shape in both states and $t=\tau$ held in each.

\section{The model and a real bar}

The mobilities and lifetimes are round illustrative values for germanium at liquid-nitrogen temperature. Lattice scattering alone would give about $4\times10^4$ cm$^2$/Vs; with the $2\times10^{14}$ charged donors and centres per cm$^3$ a rough estimate is $3\times10^4$ cm$^2$/Vs, which at the same lifetimes would lower the voltages of the drift model by about a third. A length of 2 mm describes a bulk bar, not a memory cell. A real device also has a contact drop. With a rough 0.7 V added to both voltages, the uniform estimate becomes $2.7/20.7=0.13$, and the resolved ratio becomes $4.98/10.7=0.47$. Velocity saturation acts the other way. The estimated threshold needs a hole velocity $L/\tau_{\rm low}=2\times10^6$ cm/s, a fifth of a rough saturation velocity of $10^7$ cm/s. With $v=\mu_pE/(1+\mu_pE/v_{\rm sat})$ the estimates become 25 V and 2.04 V, with ratio 0.08. In the neutral drift model, with the same law for both carriers, the velocity at the onset is $v=x/\tau_{\rm low}$, and the onset voltage rises from 10 V to 11.6 V.

The threshold field is only about $10^{-3}$ of a rough breakdown field. Neutrality requires the space charge that shapes the field, about $4\times10^9$ cm$^{-3}$ at the onset, to be small beside the electron density $n$. At the voltage minimum $n$ is lowest at the cathode, where (\ref{n}) gives $3.6\times10^{13}$ cm$^{-3}$, so the condition is well met. As the current goes to zero, however, $n$ vanishes too. With 100 V/cm at the cathode, $n$ there falls to $4\times10^9$ cm$^{-3}$ at $J\simeq e\mu_nnE\simeq1$ mA/cm$^2$. The onset voltage of 10 V is therefore the low-current limit of the neutral model, which itself applies only well above this current. With space charge included, still without diffusion, a small current carried mainly by electrons flows at any voltage. The voltage then rises with current to a maximum of about 9.5 V near 0.035 A/cm$^2$, and the negative differential resistance begins there. Joule heating at the minimum is about 0.14 K per millisecond without cooling, so pulses of that length leave the temperature nearly unchanged.

The ambipolar diffusion length $\sqrt{D_a\tau_{\rm high}}$ is 0.0115 cm, 6\% of $L$. Even so, diffusion is not negligible. If only holes cross the anode and only electrons cross the cathode, adding diffusion to the neutral model lowers the minimum from 4.3 V to about 3.0 V, at nearly the same current. The low-current branch is lowered as well: at 0.03 A/cm$^2$ the voltage is about 6.4 V instead of 9.8 V. The values of 10 V and 4.3 V thus belong to the drift model, not to a real bar of this length. A layer thinner than the diffusion length, with the same mobilities and lifetimes, lies outside the drift model altogether, so the $L^2$ law must not be extended to thin films on this basis. The same length sets the rough scale over which carriers leak sideways out of a current filament. The one-dimensional calculation takes $J$ as uniform over the conducting area; it predicts neither the radius of a filament nor the voltage added by its edge losses. The program lists the rough contact drop, saturation velocity, breakdown field, permittivity and heat capacity used here.

\section*{Calculated quantities}
\begin{verbatim}
temperature                           77 K
length L                              0.20 cm
hole mobility                         2.00e+04 cm2/Vs
electron mobility                     2.00e+04 cm2/Vs
density of centres N                  1.00e+14 cm^-3
capture coefficient c_p               1.000e-07 cm3/s
capture coefficient c_n               1.111e-08 cm3/s
lifetime, filled centres (kinetics)   100.00 ns
lifetime, saturated (kinetics)        1000.00 ns
criterion threshold voltage           20.000 V
criterion sustaining voltage          2.000 V
threshold from numerical survival     20.000 V
sustaining from numerical survival    2.000 V
criterion ratio (from survival)       0.1000
mean field at threshold               100.0 V/cm
mean field at sustaining              10.0 V/cm
one cell: p/N=1e-06  p/n=0.0003  V=19.940 V
one cell: p/N=1e-03  p/n=0.0110  V=18.200 V
one cell: p/N=1e-01  p/n=0.1487  V=8.552 V
one cell: p/N=1e+00  p/n=0.5462  V=3.381 V
one cell: p/N=1e+01  p/n=0.9181  V=2.159 V
one cell: p/N=1e+02  p/n=0.9911  V=2.016 V
resolved threshold voltage            9.996 V
resolved minimum voltage              4.277 V
same minimum, direct integration      4.277 V
resolved ratio minimum/threshold      0.428
p/n at cathode at the minimum         0.0569
current density at the minimum        5.199 A/cm2
resolved ratio, tenfold, b large      0.281
transit factor for E ~ sqrt(x)        1.3333
sustaining factor, r and b large      1.3344
ratio prefactor, r and b large        2.669
ratio prefactor, r large, b=1         4.109
rough contact drop                    0.7 V
criterion ratio with contact drop     0.130
rough saturation velocity             1e+07 cm/s
threshold with velocity saturation    25.00 V
sustaining with velocity saturation   2.04 V
criterion ratio with saturation       0.082
thermal voltage                       6.64 mV
ambipolar diffusion length            0.0115 cm
space charge density at threshold     4.4e+09 cm^-3
rough trap depth                      0.3 eV
thermal emission rate                 3.3e-10 1/s
mean electron density at minimum      3.79e+13 cm^-3
conduction-band density of states     1.3e+18 cm^-3
threshold field / breakdown field     1.0e-03
Joule heating at minimum, per ms      0.139 K
\end{verbatim}
